# Depolarizing Sums for One, Three and Many Dipole Planes: a program that tests the result

```python
"""
Result under test: equal normal point dipoles on a simple cubic lattice feel
a field -S p/a^3, with S = 9.034 for one plane, 8.379 at the middle of three
planes, and 8 pi/3 deep inside a laterally infinite slab.
Symbols (lengths in units of the lattice spacing a, 4 pi eps0 = 1):
  S0    depolarizing sum of a single plane
  T(l)  field per dipole from an aligned plane l spacings away (positive)
  alpha polarizability volume / a^3;  k  relative permittivity
  zeta  range of the Gaussian-smeared interaction erf(r/zeta)/r
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import erf

pi = np.pi
BULK = 8 * pi / 3


def direct_field(z, shift=0.0, radius=600.0):
    """Real-space field of a plane of unit dipoles, with continuum tail."""
    x = np.arange(-602, 603) + shift
    rho2 = x[:, None]**2 + x[None, :]**2
    rho2 = rho2[(rho2 < radius**2) & (rho2 + z**2 > 1e-12)]
    lattice = np.sum((2 * z**2 - rho2) / (rho2 + z**2)**2.5)
    return lattice - 2 * pi * radius**2 / (radius**2 + z**2)**1.5


def plane_coupling(z, shift=0.0):
    """Reciprocal-space field of a plane at distance z > 0."""
    m = np.arange(-12, 13)
    g = 2 * pi * np.sqrt(m[:, None]**2 + m[None, :]**2)
    phase = np.cos(2 * pi * m * shift)
    return 2 * pi * np.sum(g * np.exp(-g * z) * np.outer(phase, phase))


def theta_minus_one(t):
    n = np.arange(1, 8)
    s = 2 * np.sum(np.exp(-pi * t * n**2))
    return 2 * s + s**2


def weight(t):
    return np.sqrt(t) + t**-1.5


# Single plane, neighbouring planes and bulk limit
excess = 2 * pi * quad(lambda t: weight(t) * theta_minus_one(t), 1, 14,
                       epsabs=1e-13, epsrel=1e-12)[0]
first_shell = 2 * pi * quad(lambda t: weight(t) * 4 * np.exp(-pi * t),
                            1, 14, epsabs=1e-13)[0]
S0 = BULK + excess
T1, T2 = plane_coupling(1), plane_coupling(2)
S0_direct = -direct_field(0)
T1_direct, T2_direct = direct_field(1), direct_field(2)
assert abs(S0 - S0_direct) < 3e-6
assert abs(T1 - T1_direct) < 3e-6
assert abs(T2 - T2_direct) < 3e-6
S_three = S0 - 2 * T1
S_slab = S0 - 2 * sum(plane_coupling(l) for l in range(1, 9))
assert abs(S_slab - BULK) < 1e-9
face_angle = dblquad(lambda y, x: (1 + x*x + y*y)**-1.5,
                     -1, 1, -1, 1)[0]
assert abs(2 * (2 * pi - face_angle) - S_slab) < 1e-7
remainder = S_three - BULK
remainder_leading = 32 * pi**2 * np.exp(-4 * pi)
assert abs(remainder / remainder_leading - 1) < 0.02
S_outer = S0 - T1 - T2
S_surface = S0 - sum(plane_coupling(l) for l in range(1, 9))
assert abs(S_surface - (S0 + BULK) / 2) < 1e-9
T1_shifted = plane_coupling(1, 0.5)
assert abs(T1_shifted - direct_field(1, 0.5)) < 3e-6
assert T1_shifted < 0 < T1

# Potential step across a dipole plane, from an explicit lattice sum
x = np.arange(-602, 603)
rho2 = x[:, None]**2 + x[None, :]**2
rho2 = rho2[rho2 < 600**2]
height = 3.0
one_side = np.sum(height / (rho2 + height**2)**1.5)
one_side += 2 * pi * height / np.sqrt(600**2 + height**2)
assert abs(2 * one_side - 4 * pi) < 1e-4


# Polarizable films in unit external field
def solve_film(n, inv_alpha, s_plane, couplings):
    matrix = (inv_alpha + s_plane) * np.eye(n)
    for i in range(n):
        for j in range(n):
            if i != j and abs(i - j) <= len(couplings):
                matrix[i, j] -= couplings[abs(i - j) - 1]
    return np.linalg.solve(matrix, np.ones(n))


def permittivity(dipoles):
    return 1 / (1 - 4 * pi * np.mean(dipoles))


k_bulk = 3.9
spacing = 0.35e-9
field_ext = 1.0e9
alpha = 3 / (4 * pi) * (k_bulk - 1) / (k_bulk + 2)
A = 1 / alpha + S0
D = A * (A - T2) - 2 * T1**2
p_mid = (A - T2 + 2 * T1) / D
p_out = (A + T1) / D
p_matrix = solve_film(3, 1 / alpha, S0_direct, [T1_direct, T2_direct])
assert np.allclose(p_matrix, [p_out, p_mid, p_out], atol=1e-7, rtol=0)
S_mid_induced = S0 - 2 * T1 * p_out / p_mid
k_one = permittivity([1 / A])
k_three = permittivity([p_out, p_mid, p_out])
all_T = [plane_coupling(l) for l in range(1, 9)]
thick = solve_film(41, 1 / alpha, S0, all_T)
p_bulk = thick[20]
assert abs(permittivity([p_bulk]) - k_bulk) < 1e-6
assert k_one < k_three < permittivity(thick) < k_bulk

# Ideal metal mirrors half a spacing beyond the outer planes
mirror = A * np.eye(3)
for i in range(3):
    for j in range(3):
        for cell in range(-3, 4):
            for source in (j + 6 * cell, -1 - j + 6 * cell):
                if source != i:
                    mirror[i, j] -= plane_coupling(abs(i - source))
k_mirror = permittivity(np.linalg.solve(mirror, np.ones(3)))
assert abs(k_mirror - k_bulk) < 1e-6

# Finite dipole size: Gaussian interaction instead of point interaction
zeta = (4 * alpha / (3 * np.sqrt(pi)))**(1 / 3)
h = 1e-3 * zeta
phi_zero = 2 / (np.sqrt(pi) * zeta)
curvature = 2 * (erf(h / zeta) / h - phi_zero) / h**2
assert abs(-curvature * alpha - 1) < 1e-4


def size_correction(l):
    """Smeared minus point dipole field of the plane at height l."""
    m = np.arange(-6, 7)
    r2 = (m[:, None]**2 + m[None, :]**2 + l**2).ravel().astype(float)
    r2 = r2[r2 > 0]
    r = np.sqrt(r2)
    u = r / zeta
    damp = erf(u) - 2 * u * np.exp(-u**2) / np.sqrt(pi)
    slope = 4 * u**2 * np.exp(-u**2) / (np.sqrt(pi) * zeta)
    cos2 = l**2 / r2
    smeared = cos2 * (2*damp/r**3 - slope/r2) - (1 - cos2) * damp/r**3
    return np.sum(smeared - (3 * cos2 - 1) / r**3)


corrections = [size_correction(l) for l in range(0, 7)]
bulk_change = -(corrections[0] + 2 * sum(corrections[1:]))
m = np.arange(-6, 7)
r2 = (m[:, None, None]**2 + m[None, :, None]**2 + m**2).ravel()
r2 = r2[r2 > 0]
overlap = np.sum(4 * np.exp(-r2 / zeta**2)) / (np.sqrt(pi) * zeta**3)
assert abs(bulk_change - overlap / 3) < 1e-9
S0_size = S0 - corrections[0]
T1_size = T1 + corrections[1]
T2_size = T2 + corrections[2]
S_three_size = S0_size - 2 * T1_size
k_three_size = permittivity(
    solve_film(3, 1 / alpha, S0_size, [T1_size, T2_size]))
k_bulk_size = permittivity([1 / (1 / alpha + BULK + bulk_change)])

# Voltage and direct tunnelling through the three-plane film
thickness = 3 * spacing
voltage = field_ext * thickness / k_three
film_field = voltage / thickness
barrier_eV, mass_ratio = 3.0, 0.5
breakdown = 1.0e9
mass = mass_ratio * const.m_e


def kappa(barrier):
    return np.sqrt(2 * mass * barrier * const.e) / const.hbar


k0 = kappa(barrier_eV)
transmission = np.exp(-2 * k0 * thickness)
integral_J = (const.hbar**2 / mass * transmission
              * (k0 / (2 * thickness) + 1 / (4 * thickness**2)))
relative = quad(lambda w: np.exp(-2 * thickness
                * (kappa(barrier_eV + w) - k0)), 0, 30,
                epsabs=1e-11, limit=200)[0]
assert abs(relative * const.e * transmission / integral_J - 1) < 1e-6
current = (const.e**2 * voltage * mass / (2 * pi**2 * const.hbar**3)
           * integral_J)
lowering = np.exp(2 * thickness * (k0 - kappa(barrier_eV - voltage / 2)))
dipole_unit = (4 * pi * const.epsilon_0 * spacing**3 * field_ext
               / const.e * 1e9)


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("S0, single plane", S0, fmt=".6f")
show("S0, direct lattice sum", S0_direct, fmt=".6f")
show("S0 minus 8 pi/3, integral", excess, fmt=".6f")
show("  part from four nearest sites", first_shell, fmt=".6f")
show("T(1), adjacent plane", T1, fmt=".6f")
show("T(1), direct lattice sum", T1_direct, fmt=".6f")
show("T(1), leading term", 16 * pi**2 * np.exp(-2 * pi), fmt=".6f")
show("T(2), second plane", T2, fmt=".6f")
show("S, middle of three equal planes", S_three, fmt=".6f")
show("8 pi/3", BULK, fmt=".6f")
show("three planes minus bulk", remainder, fmt=".6f")
show("  leading estimate", remainder_leading, fmt=".6f")
show("S, outer site of three planes", S_outer)
show("S, surface site of thick film", S_surface)
show("lattice spacing", spacing * 1e9, "nm", ".2f")
show("bulk k (input)", k_bulk, fmt=".2f")
show("external field", field_ext / 1e8, "MV/cm", ".1f")
show("alpha/a^3", alpha, fmt=".5f")
show("A = a^3/alpha + S0", A)
show("p_mid/(a^3 E)", p_mid, fmt=".5f")
show("p_out/(a^3 E)", p_out, fmt=".5f")
show("p_bulk/(a^3 E)", p_bulk, fmt=".5f")
show("p_out/p_mid", p_out / p_mid)
show("middle dipole", p_mid * dipole_unit, "e nm", ".6f")
show("outer dipole", p_out * dipole_unit, "e nm", ".6f")
show("S, middle, induced dipoles", S_mid_induced)
show("k, one plane", k_one, fmt=".3f")
show("k, three planes", k_three, fmt=".3f")
show("k, 41 planes", permittivity(thick), fmt=".3f")
show("k, three planes between mirrors", k_mirror, fmt=".3f")
show("T(1), half-diagonal shift", T1_shifted)
show("S, middle, shifted neighbours", S0 - 2 * T1_shifted)
show("Gaussian range zeta", zeta * spacing * 1e9, "nm", ".3f")
show("S0, Gaussian dipoles", S0_size)
show("T(1), Gaussian dipoles", T1_size)
show("S, middle of three, Gaussian", S_three_size)
show("S, bulk, Gaussian", BULK + bulk_change)
show("k, three planes, Gaussian", k_three_size, fmt=".3f")
show("k, bulk, Gaussian, same alpha", k_bulk_size, fmt=".3f")
show("film thickness", thickness * 1e9, "nm", ".2f")
show("film voltage", voltage, "V", ".3f")
show("mean film field", film_field / 1e8, "MV/cm", ".2f")
show("rough breakdown field (input)", breakdown / 1e8, "MV/cm", ".0f")
show("film field/breakdown field", film_field / breakdown, fmt=".2f")
show("tunnel barrier (input)", barrier_eV, "eV", ".1f")
show("tunnel mass/electron mass (input)", mass_ratio, fmt=".1f")
show("decay constant kappa", k0 * 1e-9, "1/nm", ".2f")
show("transmission at Fermi level", transmission, fmt=".2e")
show("tunnel current density", current / 1e4, "A/cm2", ".1e")
show("barrier-lowering factor", lowering, fmt=".2f")
print("all tests passed")
```

Running it gives:

```
S0, single plane: 9.033622
S0, direct lattice sum: 9.033621
S0 minus 8 pi/3, integral: 0.656041
  part from four nearest sites: 0.641844
T(1), adjacent plane: 0.327465
T(1), direct lattice sum: 0.327465
T(1), leading term: 0.294895
T(2), second plane: 0.000555
S, middle of three equal planes: 8.378692
8 pi/3: 8.377580
three planes minus bulk: 0.001112
  leading estimate: 0.001101
S, outer site of three planes: 8.7056
S, surface site of thick film: 8.7056
lattice spacing: 0.35 nm
bulk k (input): 3.90
external field: 10.0 MV/cm
alpha/a^3: 0.11734
A = a^3/alpha + S0: 17.5556
p_mid/(a^3 E): 0.05913
p_out/(a^3 E): 0.05807
p_bulk/(a^3 E): 0.05917
p_out/p_mid: 0.9820
middle dipole: 0.001761 e nm
outer dipole: 0.001729 e nm
S, middle, induced dipoles: 8.3904
k, one plane: 3.519
k, three planes: 3.761
k, 41 planes: 3.890
k, three planes between mirrors: 3.900
T(1), half-diagonal shift: -0.2634
S, middle, shifted neighbours: 9.5605
Gaussian range zeta: 0.156 nm
S0, Gaussian dipoles: 8.9621
T(1), Gaussian dipoles: 0.1247
S, middle of three, Gaussian: 8.7126
S, bulk, Gaussian: 8.7115
k, three planes, Gaussian: 3.645
k, bulk, Gaussian, same alpha: 3.693
film thickness: 1.05 nm
film voltage: 0.279 V
mean film field: 2.66 MV/cm
rough breakdown field (input): 10 MV/cm
film field/breakdown field: 0.27
tunnel barrier (input): 3.0 eV
tunnel mass/electron mass (input): 0.5
decay constant kappa: 6.27 1/nm
transmission at Fermi level: 1.89e-06
tunnel current density: 2.1e+03 A/cm2
barrier-lowering factor: 1.36
all tests passed
```
